# Carrier Freeze-Out in Compensated Donor Layers: The Two Low-Temperature Slopes, part 2

An n-type layer has $N_D$ donors and $N_A$ acceptors per unit volume, with $M=N_D-N_A$. As it cools, electrons return from the band to the donors (freeze-out). The problem is how the slope of $\ln n$ against $1/kT$, taken positive and called $S$, is related to the donor binding energy $E_d$. Here $n$ is the free-electron density and $k$ is Boltzmann's constant. The model layer is uniform, neutral and in equilibrium, its acceptors stay negative, and its donors do not interact.

With $N_c\propto T^{3/2}$ the effective density of band states, parts (b) to (e) gave

$$
K(T)=\frac{N_c(T)}{2}\,e^{-E_d/kT},\qquad
KM=n\,(n+N_A+K),
$$

$$
S=p\left(E_d+\tfrac32kT\right),\qquad
\frac1p=1+\frac{n}{n+N_A}+\frac{n}{M-n}.
$$

The 2 in $K$ counts the spin states of a neutral donor. There are two limiting branches:

- Low branch ($n\ll N_A$ and $n\ll M$): $n\simeq KM/N_A$, $p\simeq1$, and $\ln(n/T^{3/2})$ has slope $E_d$. About $N_A$ donors are ionized.
- Square-root branch ($N_A\ll n\ll M$): $n\simeq\sqrt{KM}$, $p\simeq\tfrac12$, and $\ln(n/T^{3/4})$ has slope $E_d/2$.

The half-slope point, $p=\tfrac12$, lies at $K=N_A$. The relative degeneracy correction to $n$ is $n/(2^{3/2}N_c)$.

The example is phosphorus in silicon, with a dose of $10^{12}\ \mathrm{cm^{-2}}$ spread evenly over 1000 nm, so $N_D=10^{16}\ \mathrm{cm^{-3}}$. It uses $E_d=45$ meV, longitudinal and transverse masses $m_l=0.916\,m_e$ and $m_t=0.19\,m_e$, $m_{\rm dos}=1.06\,m_e$, and $N_c(300\ \mathrm K)=2.74\times10^{19}\ \mathrm{cm^{-3}}$, where $m_e$ is the electron mass.

- Sample A, well annealed: $N_A=10^{13}\ \mathrm{cm^{-3}}$ from background boron; half-slope point at 46.1 K.
- Sample B, poorly annealed: $N_A=3\times10^{15}\ \mathrm{cm^{-3}}$ from deep damage acceptors; half-slope point at 80.9 K, with no square-root branch.

In the formulas below, $e$ as a charge is the elementary charge, $\varepsilon_0$ is the vacuum permittivity, and $N_v$ is the effective density of valence-band states.

### (i) Densities are read at two temperatures. What energies follow, and what can be learned about activation?

**Solution.** A line through two points of an Arrhenius plot gives the average of the local slope over the interval of $1/kT$. For a uniform, neutral layer the model gives these energies, in meV:

| Sample, interval | $\ln n$ | $\ln(n/T^{3/4})$ | $\ln(n/T^{3/2})$ |
|---|---:|---:|---:|
| A, 22–26 K | 47.4 | 45.8 | 44.3 |
| A, 40–52 K | 25.6 | 22.6 | 19.7 |
| B, 22–26 K | 48.1 | 46.5 | 45.0 |
| B, 40–52 K | 50.2 | 47.3 | 44.4 |

Between 22 and 26 K both samples are on the low branch. The last column is the proper one there, and it returns $E_d=45$ meV to within 2%. The small deficit of A arises because $n$ reaches about 6% of $N_A$ at 26 K, so $p$ falls slightly below 1 towards the warm end of the interval.

Between 40 and 52 K the samples separate. A is on its square-root branch, and the middle column gives 22.6 meV, close to $E_d/2=22.5$ meV. The agreement is this good because the interval is centred near 46.1 K, where $p$ is exactly one half; towards the ends of the branch the deviation is larger. B is still on its low branch, and the last column gives 44.4 meV. The donors and the temperatures are the same. A slope therefore cannot be turned into a binding energy until the branch is known. If the half-slope rule were applied to B, it would give $2\times47.3\simeq95$ meV. If the full-slope rule were applied to A, it would give about 20 meV.

The uncorrected slope of B rises from 48.1 to 50.2 meV on warming, although $p$ falls. While $p$ stays near 1, the slope is close to $E_d+\tfrac32kT$, and the growth of $\tfrac32kT$ outweighs the small loss in $p$. This holds for the model without excited donor states. Those of part (j) cancel most of the rise.

The branch can be identified by comparing $n$ with both $N_A$ and $M$. The low branch needs $n$ to be small compared with each of them, and the square-root branch needs $N_A\ll n\ll M$. The freeze-out curve itself supplies these densities. At 300 K nearly all available electrons are free: $n=9.95\times10^{15}\ \mathrm{cm^{-3}}$ in A and $6.97\times10^{15}\ \mathrm{cm^{-3}}$ in B. These values are within 0.5% of $M$. As long as the acceptors lie deep enough to stay negative at 300 K, the plateau measures $N_D-N_A$, so B would appear to be 70% activated, although in this model every implanted phosphorus atom is a donor. The missing 30% are electrons held by acceptors.

On the cold side, rearranging $KM=n(n+N_A+K)$ gives

$$
N_A=\frac{KM}{n}-n-K .
$$

Together with the plateau this yields $N_A$ and $N_D$ separately. The result is sensitive to the binding energy, because $K$ contains $e^{-E_d/kT}$. At 25 K an error of 1 meV in $E_d$ changes the inferred $N_A$ by a factor $e^{1/2.154}\simeq1.6$. The slope and the magnitude of $n$ should therefore be fitted together.

### (j) Estimate the main effects left out for these two layers.

**Solution.** *Excited donor states.* The six valleys and two spins give twelve combinations for the lowest donor orbital. Two of them form the ground state. The other ten lie roughly $\Delta=12$ meV higher and are treated here as one level. The factor 2 in $K$ is then replaced by

$$
g(T)=2+10\,e^{-\Delta/kT}.
$$

Since $K\propto1/g$, the slope becomes

$$
S=p\left(E_d+\tfrac32kT-w\Delta\right),\qquad w=\frac{10\,e^{-\Delta/kT}}{g},
$$

where $w$ is the fraction of neutral donors that are excited. At 25 K, $g=2.04$, and $n$ falls by about 2% in both samples. At the half-slope temperature of A, found without excited states, $g=2.49$; $n$ falls by 10% and the slope changes from 25.5 to 24.4 meV.

At the corresponding temperature of B, $g=3.79$. The density falls by 29%, yet the slope rises from 27.7 to 29.3 meV. Two changes compete. The energy in the bracket drops from 55.5 to 49.8 meV, because $w\Delta=5.7$ meV. But the lower density raises $p$ from 0.50 to 0.59, and this effect is the larger. The low branch is not exempt: B is still on it at 46.1 K, where $g=2.49$ and $n\propto1/g$ is lowered by about a fifth. Excited states are thus a minor correction at 25 K and an important one for B near 80 K. They also affect the readings of part (i). Between 40 and 52 K the middle column for A falls from 22.6 to 21.6 meV, and the last column for B from 44.4 to 42.2 meV. At 300 K these ten states put the density 1.7% below $M$ in both samples, instead of within 0.5%. Still higher donor states, not counted here, lower it further at that temperature. They also matter for B near 80 K. With the 2p and 2s states the slope there is about 28.5 meV, and with the next group of states about 27.7 meV, so the rise to 29.3 meV belongs to the twelve-state count only. In the 40–52 K range they change the slopes by only about 0.1 meV.

*Coulomb shifts.* The mean donor spacing is $d=N_D^{-1/3}=46.4$ nm. With relative permittivity 11.7, the energy of two unit charges at this distance is

$$
\frac{e^2}{4\pi\varepsilon_0\varepsilon_rd}=2.65\ \mathrm{meV}.
$$

This is the shift of a donor level by a single charge at that distance. It is 6% of $E_d$. For A it is an upper estimate of the typical shift: on the low branch most donors are neutral, and only about $2N_A$ charges per unit volume remain, at a mean spacing of 368 nm. If all levels moved by this amount, $K$ at 25 K would change by a factor of 3.4, and so would an $N_A$ inferred from the low branch with $E_d$ held at 45 meV. This is an estimate of scale, since the actual shifts differ from site to site. The slopes change less than the absolute densities, but they do change. A Gaussian spread of the donor levels with a width of 2.65 meV raises $n$ in B at 25 K by 28% and lowers its 22–26 K slope from 45.0 to 44.1 meV. The same spread in A would double $n$ and lower the slope from 44.3 to about 40 meV.

*Hopping.* Electrons can also tunnel from occupied to empty donors without entering the band. The donor radius is estimated as $a=\hbar/\sqrt{2m_cE_d}=1.81$ nm, with $m_c=3/(1/m_l+2/m_t)$. A tunnelling step of length $r$ carries a factor $e^{-2r/a}$. Numerical percolation studies show that a connected path through random sites needs about 2.7 neighbours within reach, so $\tfrac{4\pi}{3}r^3N_D=2.7$ and $r=0.864\,d$. The exponent is then $2r/a=44.3$. Adding an activation energy of the Coulomb scale, hopping and band conduction have equal exponents when

$$
kT=\frac{45-2.65}{44.3}\ \mathrm{meV}=0.96\ \mathrm{meV},
$$

or about 11 K. The prefactors are ignored, so this is a rough mark. It lies well below the 22 K at which the readings of part (i) begin. Below it, the conductivity need not follow the low branch.

*Smaller effects on the density.* The degeneracy correction $n/(2^{3/2}N_c)$ stays below 0.05% in A from 20 to 300 K. For a damage level 450 meV below the band, the ratio of neutral to ionized acceptors in B is about $2\times10^{-4}$ at 300 K. The hole density in A at 300 K is of order $10^4\ \mathrm{cm^{-3}}$. All three can be ignored, the second only for a level that deep. At 300 K the Fermi level of B lies about 210 meV below the band. Acceptors 230 meV below the band would be about half neutral, and the density would reach 84% of $N_D$. Acceptors 170 meV below the band, roughly the level of the vacancy–oxygen pair, would be mostly neutral, and it would reach 96%. Such centres still compensate fully in the cold, but the 300 K density then no longer gives $N_D-N_A$.

*Depletion.* A Hall measurement gives electrons per unit area. A layer depleted to depth $x$ carries a potential drop $eMx^2/(2\varepsilon)$, with $\varepsilon=\varepsilon_r\varepsilon_0$. For a surface barrier of 0.3 V, an assumed rough value, $x=197$ nm in A. Near 300 K this is a fair guide, and about a fifth of the layer is then missing from the sheet density.

In the cold this width is not enough. Where the bands bend upwards by a small energy $u\,kT$, the free-electron density falls by the factor $e^{-u}$, but most donors keep their electrons. On the low branch the density of ionized donors rises by only about $(N_AM/N_D)\,u$. With this charge in Poisson's equation, a small bending decays over the length

$$
\lambda=\sqrt{\frac{\varepsilon kT}{e^2}\,\frac{N_D}{N_AM}} .
$$

At 25 K the formula gives 26 nm in B. This is less than the donor spacing, so a smooth charge density is a poor picture there, and the value shows only that a small bending has a short range. In A the length is about 370 nm, more than a third of the layer. A large part of the free electrons of A can then be missing. The loss changes with temperature, so the slope of the sheet density changes too. A junction to a p-type substrate adds to the loss. Its full-depletion width in A, 12 nm for a substrate with $10^{13}\ \mathrm{cm^{-3}}$ acceptors and a built-in potential of 1.1 V, corresponds to a drop of only about 1 mV inside the layer. This is less than $kT$ at 25 K, so that width does not describe the cold layer either. The densities and slopes found above for A therefore apply to a neutral region. They can be compared directly with sheet data only if the bands are nearly flat at the two faces of the layer, or if the layer is much thicker than both $\lambda$ and the full-depletion width. The second length matters in B as well: a surface barrier of 0.3 V removes a fixed part of its electrons even though $\lambda$ is short.

*Mobility.* If conductivity is measured instead of density, the slope contains the mobility as well. For a mobility proportional to $T^{-3/2}$, as for scattering by lattice vibrations, the slope is lowered by $\tfrac32kT$. This is 3.2 meV at 25 K and 6.0 meV at 46.1 K. The second figure is almost a quarter of the slope of A at that temperature. These figures apply only if the lattice limits the mobility, which is not the case here. In A the neutral donors scatter about as strongly as the lattice at 46 K and more strongly at 25 K, almost independently of temperature. Rough estimates then give a lowering of about 4 meV at 46 K and less than 1 meV at 25 K. In B ionized impurities dominate, the mobility rises on warming, and the slope is raised by about 2 meV. The branches are therefore better identified from Hall densities. Even these assume a Hall factor that varies little with temperature, and in a thin layer they need an allowance for the band bending described above.

### (k) How does the example stand beside real implanted layers?

**Solution.** The dose is low. Source and drain contacts receive doses of order $10^{15}\ \mathrm{cm^{-2}}$. Their donor densities lie far above the few times $10^{18}\ \mathrm{cm^{-3}}$, a rough figure, at which phosphorus-doped silicon becomes metallic, and the present model does not apply to them. It belongs to lightly doped regions that are cooled, such as those of cryogenic devices and detectors. A flat profile 1000 nm deep needs several implantation energies or a drive-in anneal. The background of sample A corresponds to a high-resistivity substrate, and the 30% compensation of sample B is high and stands for an incomplete anneal.

The assumption about B that is most open to doubt is its fixed donor density. Some implantation defects are pairs of a vacancy and a phosphorus atom. Such a pair acts as an acceptor and also removes a donor. If all $3\times10^{15}\ \mathrm{cm^{-3}}$ acceptors were of this kind, $7\times10^{15}\ \mathrm{cm^{-3}}$ isolated donors would remain, and

$$
M=(7-3)\times10^{15}\ \mathrm{cm^{-3}}=4\times10^{15}\ \mathrm{cm^{-3}} .
$$

The plateau would fall from 70% to 40% of the implanted density. On the low branch $n\propto M/N_A$, so the cold densities would fall by the same factor $4/7$, while the slope there would remain $E_d$. Freeze-out data give the densities of donors and acceptors. They do not by themselves identify the defects.

The cold readings of B would be hard to obtain in practice. At 25 K its layer holds only about $6.5\times10^4$ free electrons per $\mathrm{cm^2}$. With an assumed mobility of $10^4\ \mathrm{cm^2/(V\,s)}$, the sheet resistance is about $10^{10}\ \Omega$. The values for B in part (i) therefore show what the model gives, and are not an example of a routine Hall measurement.

The measuring field must also be low. In a strong field, free electrons gain enough energy to knock bound electrons off neutral donors, and $n$ then rises above its equilibrium value. A slope taken under such conditions has no simple relation to $E_d$. The remaining figures for both samples are listed in the numerical output below.

## Computed results

```
E_d = 45.0 meV, m_dos = 1.060 m_e, g = 2
dose = 1.0e+12 cm^-2, layer = 1000 nm, N_D = 1.00e+16 cm^-3
N_c(300 K) = 2.738e+19 cm^-3
Sample A: N_A = 1.0e+13, N_D-N_A = 9.990e+15 cm^-3, N_D/N_A = 1000.00
 A T = 25.00 K: K = 2.793e+08, n = 2.716e+11 cm^-3, p = 0.9742, slope = 46.99 meV
 A T = 46.13 K: K = 1.000e+13, n = 3.062e+14 cm^-3, p = 0.5000, slope = 25.48 meV
 A T = 100.00 K: K = 1.422e+16, n = 6.766e+15 cm^-3, p = 0.2441, slope = 14.14 meV
 A T = 300.00 K: K = 2.401e+18, n = 9.949e+15 cm^-3, p = 0.0041, slope = 0.34 meV
 A n = N_A at 30.84 K, p there = 0.6662
 A p from 0.55 to 0.45: 35.6 to 64.6 K, n = 4.37e+13 to 1.85e+15 cm^-3
 A 22-26 K slope of ln n, ln(n/T^0.75), ln(n/T^1.5): 47.36, 45.82, 44.27 meV
 A 40-52 K slope of ln n, ln(n/T^0.75), ln(n/T^1.5): 25.55, 22.61, 19.67 meV
 A low-branch law / n at 25 K = 1.0272
 A square-root law / n at 46.13 K = 1.0321
 A excited donor states at 25.00 K: g = 2.038, n ratio = 0.9818, slope = 46.79 meV
 A excited donor states at 46.13 K: g = 2.489, n ratio = 0.8963, slope = 24.39 meV
Sample B: N_A = 3.0e+15, N_D-N_A = 7.000e+15 cm^-3, N_D/N_A = 3.33
 B T = 25.00 K: K = 2.793e+08, n = 6.516e+08 cm^-3, p = 1.0000, slope = 48.23 meV
 B T = 80.85 K: K = 3.000e+15, n = 2.477e+15 cm^-3, p = 0.5000, slope = 27.73 meV
 B T = 100.00 K: K = 1.422e+16, n = 4.568e+15 cm^-3, p = 0.2872, slope = 16.64 meV
 B T = 300.00 K: K = 2.401e+18, n = 6.971e+15 cm^-3, p = 0.0041, slope = 0.35 meV
 B n = N_A at 85.17 K, p there = 0.4444
 B p from 0.55 to 0.45: 77.3 to 84.7 K, n = 2.05e+15 to 2.95e+15 cm^-3
 B 22-26 K slope of ln n, ln(n/T^0.75), ln(n/T^1.5): 48.09, 46.54, 45.00 meV
 B 40-52 K slope of ln n, ln(n/T^0.75), ln(n/T^1.5): 50.23, 47.29, 44.35 meV
 B low-branch law / n at 25 K = 1.0000
 B square-root law / n at 80.85 K = 1.8499
 B excited donor states at 25.00 K: g = 2.038, n ratio = 0.9813, slope = 48.01 meV
 B excited donor states at 80.85 K: g = 3.786, n ratio = 0.7068, slope = 29.25 meV
Other neglected effects:
 Coulomb energy at donor spacing 46.4 nm = 2.65 meV; exp(energy/kT) at 25 K = 3.42
 donor radius = 1.81 nm, hopping tunnel exponent = 44.3
 A: hopping and band exponents equal at 11.1 K
 A: largest degeneracy correction n/(2.83 N_c), 20-300 K = 4.5e-04
 B: neutral/ionized acceptors at 300 K, level 450 meV below band = 2.2e-04
 A: holes at 300 K (gap 1120 meV, N_v = N_c) = 1.2e+04 cm^-3
 A: surface depletion at 0.3 V = 197 nm; junction side, 1.1 V, 1e13 cm^-3 p substrate = 12 nm
 A: sheet density at 25 K without depletion = 2.72e+07 cm^-2
 mobility as T^-1.5 lowers resistivity slope by 1.5 kT = 3.23 meV at 25 K, 5.96 meV at 46.13 K
```
